# Constant-Potential Hessians: Rank-One Softening and Saddle Shifts at Electrochemical Interfaces

Let \(R=(R_1,\dots,R_n)\) be the nuclear coordinates in a cell containing an electrode surface, and let \(N\) be the number of excess electrons in that cell. The countercharge sits in the electrolyte, where the zero of electrostatic potential is also fixed, so the energy of the charged cell is well defined. The fixed-charge energy \(E(R,N)\) is the electronic energy or, at finite temperature, the electronic free energy with thermal occupations at fixed mean electron number \(N\), so that \(N\) is a continuous variable. Define

\[
\mu_F(R,N)=\frac{\partial E}{\partial N},\qquad
g_i=\left(\frac{\partial \mu_F}{\partial R_i}\right)_N=\frac{\partial^2E}{\partial R_i\,\partial N},\qquad
\frac1C=\frac{\partial^2E}{\partial N^2}.
\]

Here \(\mu_F\) is the Fermi level, \(g\) its gradient at fixed charge, and \(C=(\partial N/\partial\mu)_R\) the capacitance in electrons per eV. Multiplied by \(e\), with the eV read as a volt, it is an ordinary capacitance. An electrode potential \(U\) corresponds to \(\mu=-eU\), up to the choice of reference. I assume that \(E\) is twice differentiable and that \(C\) is positive and finite.

At fixed potential the electrode exchanges electrons with a reservoir, and the relevant energy is the grand potential

\[
\Omega(R,\mu)=\min_N\,[E(R,N)-\mu N].
\]

The minimizing number \(N(R,\mu)\) satisfies \(\mu_F(R,N(R,\mu))=\mu\). Differentiating \(\Omega=E-\mu N\) with respect to \(R_i\) at fixed \(\mu\) gives

\[
\frac{\partial\Omega}{\partial R_i}
=\left(\frac{\partial E}{\partial R_i}\right)_N+(\mu_F-\mu)\frac{\partial N}{\partial R_i}
=\left(\frac{\partial E}{\partial R_i}\right)_N .
\]

The bracket vanishes by the condition on \(N\). Forces in the two ensembles therefore agree at equal geometry and equal electron number.

The second derivatives differ, because \(N\) changes as the nuclei move. Differentiating \(\mu_F(R,N(R,\mu))=\mu\) at fixed \(\mu\) gives

\[
g_j+\frac1C\left(\frac{\partial N}{\partial R_j}\right)_\mu=0
\quad\Longrightarrow\quad
\left(\frac{\partial N}{\partial R_j}\right)_\mu=-C g_j .
\]

A displacement that would raise the Fermi level expels electrons. Differentiating the force relation once more, with \(N\) depending on \(R\), yields

\[
\frac{\partial^2\Omega}{\partial R_i\partial R_j}
=\frac{\partial^2E}{\partial R_i\partial R_j}
+\frac{\partial^2E}{\partial R_i\partial N}\left(\frac{\partial N}{\partial R_j}\right)_\mu ,
\]

that is,

\[
H_\mu=H_N-C\,g\,g^{T}.
\]

Both Hessians are taken at the same \(R\), with \(N=N(R,\mu)\). For any displacement \(v\),

\[
v^TH_\mu v=v^TH_Nv-C\,(g\cdot v)^2 ,
\]

so no curvature rises at fixed potential. With nuclear masses on the diagonal of \(M\), the dynamical matrix is \(M^{-1/2}HM^{-1/2}\). The correction keeps its form with \(g\) replaced by \(M^{-1/2}g\), so it is still of rank one. In the next two paragraphs \(H\) and \(g\) may be read with or without this weighting.

For a number \(s\), count the eigenvalues below \(s\). The count for \(H_\mu\) is at least that for \(H_N\), since no curvature has risen. It is at most one larger. Indeed, if \(H_\mu-s\) is negative on a space of dimension \(k\), the vectors in that space orthogonal to \(g\) form a space of dimension at least \(k-1\), on which \(H_N-s\) takes the same negative values. Hence the ordered eigenvalues interlace,

\[
\lambda^{N}_{k-1}\le\lambda^{\mu}_k\le\lambda^{N}_k ,
\]

and a stationary point can gain at most one unstable direction.

To locate the eigenvalues, expand in the eigenvectors of \(H_N\), with eigenvalues \(\lambda_i\) and components \(g_i\), \(v_i\). The equation \(H_\mu v=\lambda v\) becomes \((\lambda_i-\lambda)v_i=C g_i\,(g\cdot v)\). If \(\lambda\) differs from every \(\lambda_i\), then \(g\cdot v\neq0\), since otherwise all \(v_i\) would vanish. Dividing by \(\lambda_i-\lambda\), multiplying by \(g_i\) and summing gives

\[
1=C\sum_i\frac{g_i^2}{\lambda_i-\lambda}.
\]

A mode with \(g_i=0\) keeps its eigenvalue: it leaves the Fermi level unchanged to first order and draws no charge. When \(C g^2\) is small compared with the spacing of the levels, the term with \(\lambda\) near \(\lambda_i\) dominates the sum, and \(\lambda\approx\lambda_i-Cg_i^2\).

The determinant tells when a minimum loses stability. If \(H_N\) is invertible, \(H_\mu=H_N(1-C\,u\,g^T)\) with \(u=H_N^{-1}g\). The matrix in brackets leaves every vector orthogonal to \(g\) unchanged and multiplies \(u\) by \(1-C\,g^Tu\). Therefore

\[
\frac{\det H_\mu}{\det H_N}=1-C\,g^TH_N^{-1}g .
\]

(If \(g^Tu=0\), the result follows by continuity.) The same combination is a capacitance. Let \(R^*(N)\) be a stationary point at fixed charge. Keeping the force zero while \(N\) varies requires \(H_N\,dR^*/dN+g=0\), so

\[
\frac{dR^*}{dN}=-H_N^{-1}g,\qquad
\frac1{C_{\rm rel}}\equiv\frac{d\mu_F}{dN}\bigg|_{R^*(N)}
=\frac1C+g\cdot\frac{dR^*}{dN}=\frac1C-g^TH_N^{-1}g .
\]

Thus \(\det H_\mu/\det H_N=C/C_{\rm rel}\). At a fixed-charge minimum \(H_N\) is positive, and \(H_\mu\) has at most one negative eigenvalue. It has one when the relaxed capacitance \(C_{\rm rel}\) is negative. A structure that is stable at fixed charge is then a saddle at fixed potential.

The rank-one term changes the curvature at a stationary point but does not move the point, because the forces agree. A saddle at fixed potential is also a stationary point at fixed charge, for its own value of \(N\). It differs from the saddle found with the charge frozen at the value of the initial state, because the electron number has changed along the way. The motion with potential follows from \(\partial\Omega/\partial\mu=-N\), which gives \(\partial^2\Omega/\partial R_i\partial\mu=-(\partial N/\partial R_i)_\mu=Cg_i\). Keeping the force zero then requires

\[
\frac{dR^*}{d\mu}=-C\,H_\mu^{-1}g .
\]

Barriers obey an inequality that does not rely on small displacements. Let the initial state have geometry \(R_{\rm in}\) and charge \(N_i=N(R_{\rm in},\mu)\). Since \(\Omega\) is a minimum over \(N\),

\[
\Omega(R,\mu)\le E(R,N_i)-\mu N_i ,
\]

with equality at \(R_{\rm in}\). Along any path from \(R_{\rm in}\), the highest point at fixed potential is therefore no higher than at fixed charge \(N_i\). If the path ends in the same product basin in both ensembles, the lowest barrier at fixed potential cannot exceed the one at fixed initial charge. When \(C\) does not depend on \(N\), \(E-\mu N\) is a parabola in \(N\) with curvature \(1/C\), and the gap at a given geometry is

\[
E(R,N_i)-\mu N_i-\Omega(R,\mu)=\frac{[N(R,\mu)-N_i]^2}{2C}.
\]

The assumption of a smooth \(E(N)\) matters. In a gapped system at zero temperature with \(\mu\) inside the gap, \(N\) stays constant under small displacements and the two Hessians coincide; where a level crosses \(\mu\), \(N\) jumps and the second derivative does not exist. Thermal occupations remove the jump.

The identity can be tested on independent electrons, for which \(\Omega\) has its own formula. Take five sites in a chain, two spins, and \(k_BT=0.25\) eV. With bond stretches \(r_1,r_2,r_3\) in nm, the site energies in eV are \(0,\,0.1,\,-0.2,\,0.1,\,-0.8+15r_3\), and the hoppings are \(-1\) and \(-e^{-r_i/0.1}\). A repulsion \(150\sum_i r_i^2+60r_1r_2\) is added. For levels \(\epsilon_k(r)\), \(\Omega\) is the repulsion plus \(-2k_BT\sum_k\ln(1+e^{(\mu-\epsilon_k)/k_BT})\), whereas \(E\) is computed from Fermi occupations and entropy at fixed mean \(N\), which is 4.29 at the point used below. (The strictly canonical free energy of so small a system is a different quantity: at \(N=4\) and 5 it lies 0.14 and 0.18 eV higher, and \(\Omega\) is not its minimum over \(N\).) At \(r=(0.010,-0.006,0.004)\) nm and \(\mu=-0.6\) eV, finite differences give \(C=2.277\) electrons/eV and \(g=(-0.412,1.480,3.912)\) eV/nm. The largest entry of \(Cgg^T\) is \(34.8\) eV/nm², and the separately computed Hessians satisfy the identity to \(1.5\times10^{-4}\) eV/nm². The determinant ratio is 0.789.

For an interface, consider a monovalent cation at height \(z\) between a planar electrode at \(z=0\) and a plane of countercharge at \(z=d\). The layer has relative permittivity \(\varepsilon_r\), and there is one ion per area \(A\). Treat the ions first as a uniform sheet. In units of \(e/A\), the charge enclosed below the ion is \(-N\), and that enclosed between ion and counterplane is \(1-N\). With \(\kappa=e^2/(\varepsilon_0\varepsilon_rA)\), the field energy is

\[
E_f=\frac{\kappa}{2}\left[N^2z+(1-N)^2(d-z)\right].
\]

Its derivatives are

\[
\mu_F=\kappa\,[Nz-(1-N)(d-z)]=\kappa\,[Nd-(d-z)],\qquad
g_z=\kappa,\qquad \frac1C=\kappa d .
\]

The softening is therefore \(Cg_z^2=\kappa/d\). At fixed charge the field energy is linear in \(z\) and adds no curvature; at fixed potential it adds \(-\kappa/d\). Solving \(\mu_F=\mu\) for \(N\) gives

\[
N=1-\frac zd+C\mu .
\]

The values of \(g\) and \(C\) do not depend on smearing the ion into a sheet. Compare a point ion between grounded planes with an ion-free layer whose electrode is at potential \(\phi_0\), where the potential is \(\phi_0(1-z/d)\). Green's reciprocity equates the sum of charge times potential taken crosswise. If \(Q\) is the charge induced on the electrode in units of \(e\), then \(Q\phi_0+\phi_0(1-z/d)=0\), because the potential of the first state vanishes on the planes that carry the charges of the second. Hence \(1-z/d\) electrons are induced. For \(z=0.10\) nm and \(d=0.30\) nm, a sum over image charges gives 0.6667, as it should. Superposition then gives the same \(N(z,\mu)\) as above, and integrating \(\mu_F\) over \(N\) fixes the energy up to a function of the nuclear positions. That function holds the image and lateral energies of point ions and can be counted in the chosen ionic potential.

The example uses an Ag(111) electrode with one ion per four surface atoms. A rough lattice constant of 0.41 nm gives \(A=0.291\) nm². Rough inner-layer values are \(d=0.30\) nm and \(\varepsilon_r=6\). The ion has a round mass of 40 u and a lateral coordinate \(x\). Its chosen potential, in eV with lengths in nm, is

\[
V=0.40\left[1-\left(\frac{z-0.15}{0.08}\right)^2\right]^2
+\frac{150}{2}\,[x-0.5(z-0.15)]^2 ,
\]

and \(E=V+E_f\). The electrode is held at \(U=-0.30\) V relative to zero charge without the ion, so \(\mu=0.30\) eV. The check output gives \(g_z=\kappa=10.36\) eV/nm, hence

\[
C=\frac1{10.36\times0.30}=0.322\ \text{electrons/eV},\qquad
Cg_z^2=\frac{10.36}{0.30}=34.5\ \text{eV/nm}^2 .
\]

The outer minimum lies at \(z=0.2335\) nm with \(N=1-0.7784+0.0965=0.318\). There the \(zz\) element of the Hessian falls from 605.2 to 570.6 eV/nm², while the \(zx\) and \(xx\) elements stay at \(-75\) and 150 eV/nm². The stiff mode, which is mainly vertical, softens from 204.8 to 199.2 cm⁻¹, or by 2.8%. The soft mode has little vertical character and moves from 96.9 to 96.5 cm⁻¹. The relaxed capacitance is 0.343 electrons/eV, positive and slightly above \(C\), so this minimum is stable in both ensembles.

The fixed-potential saddle lies at \(z=0.1535\) nm with \(N=0.585\). At this one geometry and charge, the unstable mode has an imaginary wavenumber of magnitude 124.0 cm⁻¹ from \(H_N\) and 132.8 cm⁻¹ from \(H_\mu\): the lowered curvature makes the barrier top sharper. If the charge is instead frozen at its initial value 0.318, the saddle lies at \(z=0.1424\) nm, which is 0.0111 nm closer to the electrode. The linear formula accounts for this shift. Eliminating \(x\) from \(H_N\) at the fixed-potential saddle leaves \(-211.1-75^2/150=-248.6\) eV/nm², so

\[
\Delta z\approx-\frac{g_z}{-248.6}\,\Delta N
=\frac{10.36}{248.6}\,(0.585-0.318)=0.0111\ \text{nm}.
\]

As the potential is varied, the fixed-potential saddle moves by \(dz/d\mu=0.0118\) nm/eV.

The barrier from the same initial state is 0.435 eV at fixed potential and 0.561 eV at fixed charge. The difference of 0.126 eV has two parts. At the fixed-potential saddle geometry the frozen charge costs \((0.267)^2/(2\times0.322)=0.11\) eV. The remaining 0.015 eV is the rise from that geometry to the fixed-charge saddle, \(\tfrac12\times248.6\times0.0111^2\). At 298 K the difference corresponds to a Boltzmann factor of about 130, before any difference in prefactors.

A softer well shows the loss of stability. Replace \(V\) by a spring of 20 eV/nm² centred at \(z=0.15\) nm, with \(\mu=0\). The field force \(-\kappa(N-\tfrac12)\) vanishes there, since \(N=\tfrac12\). The curvature is 20 eV/nm² at fixed charge but \(20-34.5=-14.5\) eV/nm² at fixed potential. As the ion approaches the electrode, electrons flow in and attract it more strongly than the spring restores it.

The size of the cell enters in a definite way. With \(m\) ions in area \(mA\), the capacitance is \(mC\), while moving one ion shifts the Fermi level by only \(\kappa/m\) per unit height. Each element of the correction between the heights of ions \(i\) and \(j\) is then

\[
-(mC)\left(\frac{\kappa}{m}\right)^2=-\frac{\kappa}{md}.
\]

This matrix of equal entries has the eigenvalue \(-\kappa/d\) for in-phase motion and zero for displacements that sum to zero. For \(m=3\) the single-ion term is \(-11.5\) eV/nm² and the in-phase term \(-34.5\) eV/nm². If one ion crosses while the others stay in place, \(\Delta N\) is unchanged but the capacitance grows with area, so the energy gap \((\Delta N)^2/(2C)\) also falls as \(1/m\). The softening and barrier gap found above thus belong to all ions moving together at this coverage. For a single event in a large cell, fixed charge and fixed potential converge.

Set beside a real electrode, the model capacitance of 17.7 µF/cm² is of the usual order for an inner layer, tens of µF/cm². The coverage is high, and the mean field between electrode and ion at the saddle, about 60 MV/cm, is very large, so a constant permittivity is a rough assumption. At fixed \(A\) and \(d\) the softening varies as \(1/\varepsilon_r\), and halving \(\varepsilon_r\) would double it. The barrier gap depends strongly on this rough value: at the same \(\mu\) it is 0.325 eV for \(\varepsilon_r=3\), 0.055 eV for 12 and 0.025 eV for 24 (71 µF/cm²), where the Boltzmann factor is below 3. A diffuse layer in series, estimated at zero diffuse charge for 0.5 mol/L, has 161 µF/cm². It leaves \(g\) unchanged and reduces \(C\), and with it the softening, by a factor 0.90. The diffuse charge in the example is not small; in Gouy–Chapman theory it raises the diffuse capacitance and brings this factor closer to one, but that theory then needs a surface concentration of about 38 mol/L at the minimum. With a finite ion size in a lattice-gas model the factor at the minimum is 0.93 for ions of 0.5 nm and 0.85 for 0.7 nm, so the direction of the change is not settled. The largest change in the rank-one term estimated here comes from dropping the assumption that the ion keeps its charge. If it carries \(f(z)\) extra electrons taken from the total \(N\), the charge below it becomes \(-(N-f)\), and repeating the derivation gives \(g_z=\kappa(1-f-zf')\). For a full one-electron discharge centred on the saddle, with \(f=1/(1+e^{(z-z_s)/w})\) and \(w=0.03\) nm, one has \(f=0.5\) and \(f'=-1/(4w)\) at \(z=z_s=0.1535\) nm. Then \(g_z\) grows by a factor \(0.5+0.1535/0.12=1.78\) and the rank-one term by a factor 3.2. The discharge also changes \(H_N\), by \(\kappa[zf'^2-2(N-f)f'-(N-f)zf'']\), and it moves the saddle. At \(z_s\), where \(f''=0\), this change is \(+169\) eV/nm² against a rank-one term of 109. With \(V\) unchanged the saddle shifts to 0.173 nm, where the two are 105 and 132 eV/nm² (a factor 3.8), so the field adds \(-27\) eV/nm² at fixed potential instead of \(-34.5\); at 0.19 nm it adds \(-96\). The difference between the two Hessians grows at these heights, but whether the curvature at fixed potential rises or falls depends on the height. Tunnelling is minor here: the crossover temperature is about 30 K, and the Wigner factor at 298 K is 1.02.

The fixed-potential Hessian is a static curvature, and a vibration need not follow it. With a rough conductivity of 5 S/m, a local charge imbalance in the electrolyte relaxes in about 140 ps, and charging the electrode through a long cell takes longer still, while the stiff mode has a period of 0.167 ps. If the countercharge cannot follow, neutrality of the cell holds \(N\) fixed during in-phase motion, and the vibrational line should lie nearer the fixed-charge value. The same delay can affect the crossing of a barrier, so the static barrier alone does not determine the rate.

## Computed results

```
chain: capacitance: 2.2766 electrons/eV
chain: Fermi-level gradient: -0.412, 1.480, 3.912 eV/nm
chain: largest rank-one entry: 34.843 eV/nm^2
chain: largest mismatch of identity: 1.5e-04 eV/nm^2
chain: det H_mu / det H_N: 0.7889 (no unit)
Ag lattice constant (rough): 0.41 nm
cell area per ion: 0.2912 nm^2
inner-layer thickness (rough): 0.30 nm
inner-layer permittivity (rough): 6.0 (relative)
ion mass: 40 u
double-well height: 0.40 eV
double-well centre, half distance: 0.15, 0.08 nm
lateral spring: 150 eV/nm^2
lateral coupling slope: 0.5 (no unit)
electrode potential from ion-free zero charge: -0.30 V
capacitance C: 0.3218 electrons/eV
capacitance per area: 17.71 uF/cm^2
Fermi-level gradient g (z, x): 10.358, 0.000 eV/nm
rank-one term C g_z^2: 34.53 eV/nm^2
outer minimum (z, x): 0.23353, 0.04177 nm
saddle, fixed potential (z, x): 0.15352, 0.00176 nm
saddle, fixed initial charge (z, x): 0.14239, -0.00380 nm
saddle height difference, potential - charge: 0.01113 nm
excess electrons: minimum, saddle: 0.3181, 0.5848 e
minimum H_N (zz, zx, xx): 605.17, -75.00, 150.00 eV/nm^2
minimum H_mu (zz, zx, xx): 570.64, -75.00, 150.00 eV/nm^2
saddle H_N (zz, zx, xx): -211.05, -75.00, 150.00 eV/nm^2
saddle H_mu (zz, zx, xx): -245.57, -75.00, 150.00 eV/nm^2
negative wavenumbers below denote imaginary frequencies
minimum modes, fixed charge: 96.85, 204.84 cm^-1
minimum modes, fixed potential: 96.52, 199.19 cm^-1
fixed-potential saddle, H_N modes: -123.95, 105.90 cm^-1
fixed-potential saddle, H_mu modes: -132.77, 105.51 cm^-1
fixed-charge saddle, H_N modes: -122.54, 105.96 cm^-1
saddle motion dz/dmu: 0.01178 nm/eV
relaxed capacitance at minimum: 0.3426 electrons/eV
barrier, fixed potential: 0.4354 eV
barrier, fixed initial charge: 0.5613 eV
Boltzmann factor of barrier difference: 134.3 (298 K)
energy gap at fixed-potential saddle geometry: 0.1105 eV
soft-well curvature: fixed charge, potential: 20.00, -14.53 eV/nm^2
three-ion cell: single-ion term: -11.51 eV/nm^2
three-ion cell: in-phase mode term: -34.53 eV/nm^2
point ion at 0.10 nm: induced electrons: 0.6667 e
electrolyte (rough): concentration: 0.5 mol/L
electrolyte (rough): conductivity: 5.0 S/m
diffuse-layer capacitance: 161.1 uF/cm^2
rank-one factor with diffuse layer: 0.901 (no unit)
ionic response time: 138.1 ps
period of stiff mode at minimum: 0.167 ps
tunnelling crossover temperature: 30.4 K
Wigner tunnelling factor at 298 K: 1.017 (no unit)
field between electrode and ion at saddle: 60.6 MV/cm
rank-one factor if ion discharges at saddle: 3.17 (no unit)
```
